# How much dispersion attraction does a finite slab lose?

## Problem

A molecule rests above a thick solid before reacting with it, as a precursor does in atomic layer deposition. A calculation replaces the solid by a slab of thickness $D=0.9$ nm. The molecule is treated as a point at height $z=0.3$ nm, and it interacts with each substrate atom at distance $r$ through the dispersion energy $-C_6/r^6$.

Take $n=50\ \mathrm{nm^{-3}}$ for the atom density and $C_6=0.2\ \mathrm{meV\,nm^6}$.

1. What fraction of the half-space attraction is lost, and how much energy is that?
2. How thick must the slab be for a loss of 1 %, or of 0.1 %?
3. What is lost if the slab is also cut to a cylinder of radius $R=0.9$ nm centred below the molecule?
4. How far do the answers depend on the simplifications?

**Conventions.** The substrate is first a uniform continuum with fixed atoms, and pair energies add. The height $z$ is measured from the continuum's flat boundary. If the solid consists of atomic planes a distance $d$ apart, each plane represents a layer of thickness $d$ centred on it, so the boundary lies $d/2$ above the top nuclei. The symbol $E$ denotes attraction strength, a positive number; the interaction energy is $-E$.

## Solution

### 1. The lost fraction

Consider a thin sheet at vertical distance $u$ from the molecule. A ring of radius $\rho$ in it has area $2\pi\rho\,d\rho$ and lies at distance $\sqrt{\rho^2+u^2}$. With $q=\rho^2+u^2$ and $dq=2\rho\,d\rho$,

$$
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+u^2)^3}
=\pi\int_{u^2}^{\infty}q^{-3}\,dq=\frac{\pi}{2u^4}.
$$

A sheet of thickness $du$ contains $n\,du$ atoms per unit area. Adding all sheets from $u=z$ downward gives

$$
E_{\rm half}=nC_6\int_z^\infty\frac{\pi}{2u^4}\,du
=\frac{\pi nC_6}{6z^3}.
$$

The discarded material is itself a half-space, whose boundary lies at distance $s=z+D$ from the molecule. The same integral, started at $s$, gives $E_{\rm lost}=\pi nC_6/(6s^3)$. The density and $C_6$ cancel in the ratio:

$$
f=\frac{E_{\rm lost}}{E_{\rm half}}=\left(\frac{z}{z+D}\right)^3 .
$$

For the given lengths $s=1.2$ nm, so $f=(0.3/1.2)^3=1/64$, or 1.56 %. The energies are

$$
E_{\rm half}=\frac{\pi(50)(0.2)}{6(0.3)^3}\ \mathrm{meV}=193.9\ \mathrm{meV},
\qquad
E_{\rm lost}=\frac{193.9}{64}\ \mathrm{meV}=3.03\ \mathrm{meV}.
$$

At 500 K, $k_BT=43.1$ meV. If the desorption rate follows a Boltzmann factor with a fixed prefactor, the half-space holds the molecule longer than the slab by the factor $\exp(3.03/43.1)=1.07$.

Two limits show how the formula behaves. For $D\gg z$, $f\approx(z/D)^3$: doubling a very thick slab cuts the loss about eightfold. At $D=3z$, as here, doubling cuts it only 5.4-fold. For $D\ll z$, $f\approx1-3D/z$: nearly everything is lost, because a thin film supplies little attraction.

The force converges faster. Differentiating $E_{\rm half}$ gives a downward pull $\pi nC_6/(2z^4)$. When the molecule moves at fixed $D$, $s$ changes by the same amount as $z$, so the missing pull is $\pi nC_6/(2s^4)$. The lost fraction of the force is $(z/s)^4=1/256$, or 0.39 %.

### 2. The thickness for a chosen loss

Taking the cube root of $f$ gives $z/(z+D)=f^{1/3}$. Hence $z+D=zf^{-1/3}$ and

$$
D=z\left(f^{-1/3}-1\right).
$$

At $z=0.3$ nm, a 1 % loss requires $D=1.09$ nm and a 0.1 % loss requires $D=2.7$ nm. These thicknesses concern the pairwise dispersion energy; the electronic structure of the slab needs its own convergence study.

### 3. The cylindrical cluster

Stopping the sheet integral at $\rho=R$ changes the upper limit of $q$ to $u^2+R^2$:

$$
\pi\int_{u^2}^{u^2+R^2}q^{-3}\,dq
=\frac{\pi}{2}\left[\frac1{u^4}-\frac1{(u^2+R^2)^2}\right].
$$

The second term is the part lost at the side. Summed over the kept depth and divided by $E_{\rm half}$, it gives

$$
f_{\rm side}=3z^3\int_z^s\frac{du}{(u^2+R^2)^2}
=3z^3\,[F(s)-F(z)],
$$

$$
F(u)=\frac{u}{2R^2(u^2+R^2)}+\frac{\arctan(u/R)}{2R^3}.
$$

To verify $F$, differentiate its two terms. They give $(R^2-u^2)/[2R^2(u^2+R^2)^2]$ and $1/[2R^2(u^2+R^2)]$. Over the common denominator the numerators add to $2R^2$, leaving $1/(u^2+R^2)^2$.

Here $F(s)=0.965$ and $F(z)=0.426\ \mathrm{nm^{-3}}$, so $f_{\rm side}=3(0.027)(0.539)=4.4\,\%$. Adding the loss from below gives 5.9 % in total. For these dimensions the side loss is the larger of the two. The nearest atoms removed at the side are $\sqrt{0.3^2+0.9^2}=0.95$ nm away, against 1.2 nm for those removed below; this contributes to the difference, but the shapes of the two removed regions matter as well.

### 4. What the simplifications change

The table changes one assumption at a time, keeping $D=0.9$ nm. Each loss is relative to the half-space attraction of the same model.

| Case | Loss (%) |
|---|---:|
| Continuum slab | 1.56 |
| Cylindrical cluster | 5.9 |
| Atomic planes | 1.73 |
| Short-range damping | 1.74 |
| Added $C_8$ term | 1.11 |
| Molecule spread in height | 0.86 |
| Dielectric screening | 0.91 |

**Atomic planes.** Let $d=0.15$ nm, so that six planes make up the slab and the top nuclei lie $h=z+d/2=0.375$ nm below the molecule. Averaged over lateral positions, plane $k$ contributes in proportion to $(h+kd)^{-4}$. Dividing every distance by $d$ gives

$$
f_{\rm planes}=\frac{\sum_{j=0}^{\infty}(8.5+j)^{-4}}
{\sum_{j=0}^{\infty}(2.5+j)^{-4}}=1.73\,\%.
$$

The half-space attraction falls from 193.9 to 173.7 meV, while the lost energy hardly changes, so the fraction rises. With silicon-like (001) stacking, the loss ranges from 1.63 % to 1.83 % over 16 sampled lateral sites at fixed height.

The reference plane matters more. If 0.3 nm is the height above the top nuclei, the sums start at 8 and 2, and the loss is 0.95 %.

**Behaviour at short range.** Dispersion corrections damp the pair law at small $r$. Using $C_6/(r^6+R_0^6)$ with $R_0=0.3$ nm lowers the half-space attraction to 174.6 meV. Distant atoms are barely affected, so the lost fraction rises.

A further attraction $-C_8/r^8$ acts the other way. Its sheet integral is $\pi\int_{u^2}^\infty q^{-4}dq=\pi/(3u^6)$, and its half-space integral is $\pi/(15z^5)$. Relative to the $C_6$ term this is $(C_8/C_6)\,6/(15z^2)$. For $C_8/C_6=0.1\ \mathrm{nm^2}$ the ratio is 0.444 at $z$ but only 0.028 at $s$. The loss becomes $1.5625\,\%\times1.028/1.444=1.11\,\%$.

**Size of the molecule.** Put half of $C_6$ at 0.2 nm and half at 0.4 nm. The loss is then

$$
\frac{1.1^{-3}+1.3^{-3}}{0.2^{-3}+0.4^{-3}}=0.86\,\%.
$$

The lower half dominates the attraction, and for it the slab is relatively thicker.

**Screening.** In a dielectric, atoms also polarize one another, so pair energies do not simply add. Consider a potential wave of lateral wave number $k$ meeting a surface of permittivity $\varepsilon$. With reflected amplitude $r_0$ and transmitted amplitude $t$, continuity of the potential and of the normal displacement gives $1+r_0=t$ and $1-r_0=\varepsilon t$. Therefore $r_0=-\Delta$, with $\Delta=(\varepsilon-1)/(\varepsilon+1)$, and $t=1-\Delta$. From inside, the reflection is $+\Delta$ and the transmission $1+\Delta$.

A round trip through the slab multiplies the wave by $x=e^{-2kD}$. Summing all internal reflections gives a total reflection $-\mathcal R$, where

$$
\mathcal R=\Delta-\frac{(1-\Delta^2)\Delta x}{1-\Delta^2x},
\qquad
1-\frac{\mathcal R}{\Delta}=(1-\Delta^2)\sum_{m=1}^{\infty}\Delta^{2m-2}x^m .
$$

The reflected field at a dipole carries the weight $k^2e^{-2kz}$: the wave travels down and back, and two gradients are taken, while the $1/k$ of the Coulomb wave cancels the $k$ of the area element $k\,dk$. Since $\int_0^\infty k^2e^{-2ka}dk=1/(4a^3)$, the loss at one frequency is

$$
f_\Delta=(1-\Delta^2)\sum_{m=1}^{\infty}\Delta^{2m-2}
\left(\frac{z}{z+mD}\right)^3 .
$$

For $\Delta\to0$ only $m=1$ survives and the pairwise result returns. For a static permittivity of 12, $\Delta=11/13$ and $f_\Delta=0.53\,\%$.

The dispersion energy is an integral over imaginary frequency $i\omega$ of the molecular polarizability times the reflected field, so $f_\Delta$ must be averaged with weight $\alpha(i\omega)\Delta(i\omega)$. Take $\alpha\propto1/[1+(\omega/\omega_a)^2]$ and $\varepsilon=1+11/[1+(\omega/\omega_s)^2]$, with $\hbar\omega_a=10$ eV and $\hbar\omega_s=4.63$ eV. The average is 0.91 %. In this model the near surface screens the deeper material, so removing that material costs less. The permittivity is taken as independent of $k$, which is only approximate at a height comparable to the atomic spacing, so the value is an estimate.

**Retardation.** The mean distance of the removed atoms, weighted by their attraction, follows from replacing $r^{-6}$ by $r^{-5}$ in the numerator: $[\pi/(3s^2)]/[\pi/(6s^3)]=2s=2.4$ nm. For two 10 eV oscillators at that distance, the finite speed of light weakens the pair energy by about 0.4 % of itself; averaged over all the removed atoms the weakening is about 0.5 %. Either is negligible here.

**Periodic images.** Suppose the slab repeats vertically with a vacuum gap of 1.5 nm. The underside of the next slab is then $1.5-0.3=1.2$ nm above the molecule. That slab adds a spurious attraction of

$$
\left(\frac{0.3}{1.2}\right)^3-\left(\frac{0.3}{2.1}\right)^3=1.27\,\%
$$

of $E_{\rm half}$, leaving an apparent loss of 0.29 % when more distant slabs are ignored. Summing all the repeated slabs, above and below, lowers it to 0.17 %. The near-cancellation arises because this gap makes the image as close as the missing material. It does not extend to the force: the missing substrate reduces the downward pull and the image pulls upward, so the two force errors add.

### Comparison with a real case

The parameters are round values in the rough regime of trimethylaluminium on silicon near 500 K. Silicon has roughly 50 atoms per $\mathrm{nm^3}$ and a static permittivity near 12. Its (001) planes are 0.136 nm apart, not the 0.15 nm used above, so six of them make a slab only 0.81 nm thick; the same plane sum then gives a loss of 2.1 %. The size of $C_6$ can be checked with London's formula for equal oscillator energies, $C_6=\tfrac34\hbar\omega_a\alpha_1\alpha_2$. Polarizability volumes of 0.008 and 0.00375 $\mathrm{nm^3}$ give 0.225 $\mathrm{meV\,nm^6}$, close to the chosen 0.2. The second volume follows from $\varepsilon=12$ through the Clausius–Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=4\pi n\alpha/3$. Inserting the frequency-dependent $\varepsilon$ used under Screening gives $\alpha\propto1/[1+\tfrac{3}{14}(\omega/\omega_s)^2]$, so an atomic resonance at 10 eV requires $\hbar\omega_s=10/\sqrt{14/3}=4.63$ eV. For the molecule, 10 eV is a low choice: time-dependent Hartree–Fock in small bases gives trimethylaluminium a polarizability volume of 0.007–0.008 $\mathrm{nm^3}$, still rising with the basis, and an effective oscillator energy of 14–15 eV. With 15 eV for the molecule, London's formula for unequal energies, $C_6=\tfrac32\alpha_1\alpha_2\,\hbar\omega_1\omega_2/(\omega_1+\omega_2)$, gives 0.27 $\mathrm{meV\,nm^6}$, so the energies in meV are uncertain by a few tens of percent. The pairwise fractions do not depend on $C_6$, and the screened loss moves from 0.91 % to 0.97 %. A real precursor is extended and the solid screens. Taken separately, the height spread assumed above and the screening model each lower the estimate to about 0.9 %; applied together they give about 0.5 %. A smaller height spread has less effect: with half of $C_6$ at 0.25 nm and half at 0.35 nm, the loss without screening is 1.34 %. A growth surface may also be oxidized or hydroxylated, and the precursor can form chemical bonds there, which this model omits. The slab result is therefore an estimate of order one percent of the dispersion part of the binding, not a correction to be applied to a particular molecule. The numerical output lists the main values.

## Computed results

```
Height z: 0.3 nm
Kept thickness D: 0.9 nm
Distance s = z + D: 1.2 nm
Atom density n: 50 nm^-3
Pair coefficient C6 used: 0.2 meV nm^6
Molecule polarizability volume: 0.008 nm^3
Substrate atom polarizability volume: 0.003752 nm^3
Oscillator energy: 10 eV
C6 from oscillator model: 0.2251 meV nm^6
Half-space attraction: 193.9 meV
Slab attraction: 190.9 meV
Lost attraction: 3.03 meV
Lost fraction, formula: 1.5625 %
Lost fraction, quadrature: 1.5625 %
Lost fraction of force: 0.3906 %
Thickness for 1 % loss: 1.092 nm
Thickness for 0.1 % loss: 2.7 nm
Temperature: 500 K
Thermal energy kT: 43.09 meV
Lost attraction / kT: 0.07033
Residence time, half-space / slab: 1.073
Cluster radius: 0.9 nm
Cluster side loss: 4.364 %
Cluster total loss: 5.927 %
Layer spacing: 0.15 nm
Kept layers: 6
Height above top nuclei h: 0.375 nm
Half-space attraction, discrete planes: 173.7 meV
Loss, discrete planes: 1.731 %
Loss, lowest over sampled sites: 1.626 %
Loss, highest over sampled sites: 1.826 %
Loss if z is measured from nuclei: 0.9514 %
Damping radius: 0.3 nm
Damped half-space attraction: 174.6 meV
Loss with damping: 1.735 %
C8/C6: 0.1 nm^2
C8 / C6 half-space energy ratio: 0.4444
Loss with C8 term: 1.112 %
Molecular half-spread: 0.1 nm
Loss with spread molecule: 0.8579 %
Static relative permittivity: 12
Solid resonance energy: 4.629 eV
Static reflection Delta: 0.8462
Loss at static Delta: 0.5257 %
Loss with screening, frequency average: 0.9066 %
Mean distance of removed atoms: 2.4 nm
Retardation weakening there: 0.4195 %
Vacuum gap: 1.5 nm
Gain from nearest image slab: 1.271 %
Loss minus image gain: 0.2915 %
```
